# Third Depth Moment of Implanted Ions at Tilted Incidence

**Result.** A beam enters an infinite amorphous target at angle \(\theta\) from the surface normal. Let \(X\) be an ion's stopping coordinate along the beam and \(Y\) its coordinate across the beam, in the plane of tilt. With \(R=\langle X\rangle\) and \(\Delta=X-R\), the third central moment of depth is

\[
\mu_3(\theta)=S\cos^3\theta+3C\cos\theta\sin^2\theta ,\qquad
S=\langle\Delta^3\rangle,\quad C=\langle\Delta Y^2\rangle .
\]

\(S\) is known from the depth profile at normal incidence. \(C\) is a mixed depth-lateral moment. It cannot be obtained from \(S\) and the lateral variance \(\sigma_y^2=\langle Y^2\rangle\), nor even from the complete depth and lateral profiles taken separately.

## 1. Geometry, and a simple case

All ions have the same energy and initial direction, and the origin is the point of entry. The target is homogeneous and isotropic and fills all space. The surface is a mathematical plane from which depth is measured; an ion may cross it and come back.

In such a target no direction is special except that of the beam. Tilting the beam therefore rotates the whole cloud of stopping points rigidly. The inward normal makes the angle \(\theta\) with the beam, so its components along \(X\) and \(Y\) are \(\cos\theta\) and \(\sin\theta\), and the depth is

\[
D=X\cos\theta+Y\sin\theta .
\]

The positive \(Y\) direction is chosen to point into the target. The opposite choice replaces \(\sin\theta\) by \(-\sin\theta\).

Suppose first that \(X\) and \(Y\) are statistically independent and that \(Y\) is distributed symmetrically about zero. Then \(\langle D\rangle=R\cos\theta\), and the deviation from the mean is

\[
D-\langle D\rangle=\Delta\cos\theta+Y\sin\theta .
\]

For two independent quantities \(A\) and \(B\) of zero mean,

\[
\langle(A+B)^3\rangle=\langle A^3\rangle+3\langle A^2\rangle\langle B\rangle
+3\langle A\rangle\langle B^2\rangle+\langle B^3\rangle
=\langle A^3\rangle+\langle B^3\rangle .
\]

Setting \(A=\Delta\cos\theta\) and \(B=Y\sin\theta\), with \(\langle Y^3\rangle=0\), gives

\[
\mu_3(\theta)=S\cos^3\theta\qquad(X,Y\ \text{independent}).
\]

**Limits.** At \(\theta=0\) this is \(S\), as it must be. At \(90^\circ\) depth is the lateral coordinate \(Y\), whose symmetric distribution has zero third moment, and the formula gives zero. Both limits are correct, but neither examines the assumption of independence.

## 2. Independence removed

Stopping ions have no reason to obey that assumption: the lateral spread may differ between ions that stop early and ions that stop late. What remains is the symmetry of the cloud under rotation about the beam. Reversing \(Y\) leaves the distribution unchanged, so every average odd in \(Y\) equals its own negative and vanishes:

\[
\langle Y\rangle=\langle\Delta Y\rangle=\langle\Delta^2Y\rangle=\langle Y^3\rangle=0 .
\]

The average \(\langle\Delta Y^2\rangle\) is even in \(Y\) and is not removed. Thus \(X\) and \(Y\) are uncorrelated and may still be dependent.

The mean is again \(R\cos\theta\). The variance is

\[
\begin{aligned}
\sigma^2(\theta)&=\langle(\Delta\cos\theta+Y\sin\theta)^2\rangle\\
&=\sigma_x^2\cos^2\theta+2\langle\Delta Y\rangle\sin\theta\cos\theta+\sigma_y^2\sin^2\theta\\
&=\sigma_x^2\cos^2\theta+\sigma_y^2\sin^2\theta ,
\end{aligned}
\]

with \(\sigma_x^2=\langle\Delta^2\rangle\). At second order, separate knowledge of depth and lateral spread is enough. At third order,

\[
\begin{aligned}
\mu_3(\theta)&=\langle(\Delta\cos\theta+Y\sin\theta)^3\rangle\\
&=\langle\Delta^3\rangle\cos^3\theta+3\langle\Delta^2Y\rangle\cos^2\theta\sin\theta\\
&\quad+3\langle\Delta Y^2\rangle\cos\theta\sin^2\theta+\langle Y^3\rangle\sin^3\theta .
\end{aligned}
\]

The second and fourth terms vanish by symmetry, and the stated result remains. It is even in \(\sin\theta\), so the sign chosen for \(Y\) does not matter.

**What \(C\) means.** Since \(\langle\Delta\rangle=0\), subtracting the constant \(\sigma_y^2\) from \(Y^2\) changes nothing:

\[
C=\langle\Delta(Y^2-\sigma_y^2)\rangle=\operatorname{cov}(X,Y^2)=\langle XY^2\rangle-R\,\sigma_y^2 .
\]

The raw moment \(\langle XY^2\rangle\) must not be used in place of \(C\). If \(v(X)\) is the lateral variance of the ions that stop at a given \(X\), then \(C=\langle\Delta\,v(X)\rangle\). It is positive when lateral spread tends to increase with \(X\), and zero when \(v\) is constant.

Symmetry about the beam also gives \(\langle\Delta Y^2\rangle=\langle\Delta Z^2\rangle\), where \(Z\) is the other transverse coordinate. Hence \(C=\tfrac12\langle\Delta(Y^2+Z^2)\rangle\), which is the better estimate from a finite set of simulated ions because it uses both coordinates.

**Limits.** Independence makes \(C=0\) and returns Section 1. At \(0^\circ\) and \(90^\circ\) the factor \(\cos\theta\sin^2\theta\) vanishes, so the third moments at those two tilts do not contain \(C\). The two full profiles only bound it, for example by \(|C|\le\sigma_x\,[\langle Y^4\rangle-\sigma_y^4]^{1/2}\).

## 3. Why separate profiles are not enough

A term in a formula might still be fixed by the other quantities. To show that this one is not, take three clouds with the same Gaussian distribution of \(X\), of mean \(R\) and standard deviation \(\sigma_x\). At given \(X\), let \(Y\) and \(Z\) be independent Gaussians with a common variance, either \(a^2\) or \(b^2\). Every such cloud is symmetric about the beam.

- Case A: \(a^2\) and \(b^2\) are equally likely at every \(X\).
- Case B: the variance is \(a^2\) for \(X>R\) and \(b^2\) for \(X<R\).
- Case B′: the variance is \(b^2\) for \(X>R\) and \(a^2\) for \(X<R\).

Half the ions lie on each side of \(R\). In all three cases, therefore, half the ions have lateral variance \(a^2\) and half have \(b^2\), and the complete lateral profiles agree. The depth profiles at normal incidence agree by construction, and \(S=0\).

In case B the local lateral variance is

\[
v(X)=\frac{a^2+b^2}{2}+\frac{a^2-b^2}{2}\,\operatorname{sgn}\Delta .
\]

The constant part does not contribute to \(\langle\Delta v\rangle\), and \(\Delta\operatorname{sgn}\Delta=|\Delta|\). The Gaussian average needed is

\[
\langle|\Delta|\rangle=\frac{2}{\sigma_x\sqrt{2\pi}}\int_0^\infty t\,e^{-t^2/2\sigma_x^2}\,dt
=\frac{2\sigma_x^2}{\sigma_x\sqrt{2\pi}}=\sigma_x\sqrt{\frac{2}{\pi}} ,
\]

so that

\[
C_B=\frac{a^2-b^2}{2}\,\sigma_x\sqrt{\frac2\pi}=\frac{(a^2-b^2)\,\sigma_x}{\sqrt{2\pi}},
\qquad C_A=0,\qquad C_{B'}=-C_B .
\]

For \(\sigma_x=10\) nm, \(a=12\) nm and \(b=4\) nm, \(C_B=510.6\ \text{nm}^3\). At \(45^\circ\) the factor \(3\cos\theta\sin^2\theta\) is 1.0607, and \(\mu_3=541.6\ \text{nm}^3\). Numerical integration of the tilted depth profiles gives 0.0, 541.6 and \(-541.6\ \text{nm}^3\) for A, B and B′. The corresponding skewnesses are 0.000, 0.634 and \(-0.634\). Identical separate profiles thus lead to tilted profiles leaning in opposite directions.

The argument proves that axial symmetry and the separate profiles do not determine \(\mu_3(\theta)\). It does not claim that each cloud is produced by some particular scattering law.

## 4. The two angular amplitudes

The same fact can be read from the angular dependence. Write \(c=\cos\theta\), \(P_1=c\) and \(P_3=(5c^3-3c)/2\). Solving the last relation for \(c^3\) gives

\[
c^3=\frac{3P_1+2P_3}{5},\qquad
c\sin^2\theta=c-c^3=\frac{2(P_1-P_3)}{5}.
\]

Inserting both into the result and collecting terms,

\[
\mu_3(\theta)=\frac35(S+2C)\,P_1(c)+\frac25(S-3C)\,P_3(c).
\]

There are two independent amplitudes. At normal incidence \(P_1=P_3=1\), and their sum is \(S\); \(C\) cancels. If \(S=3C\), the second amplitude vanishes and \(\mu_3=S\cos\theta\), a much slower fall than the \(S\cos^3\theta\) of independent coordinates.

**Test on a skewed cloud.** Let \(X\) follow a gamma distribution of shape \(k=9\) and scale \(\ell=3\) nm, and let \(Y\) be Gaussian with \(v(X)=v_0+\beta X\), where \(v_0=16\ \text{nm}^2\) and \(\beta=0.8\) nm. The gamma distribution has \(\sigma_x^2=k\ell^2\) and \(S=2k\ell^3\), so \(S=486.0\ \text{nm}^3\). The linear variance gives \(C=\beta\sigma_x^2=64.8\ \text{nm}^3\). The predicted amplitudes are

\[
0.6\,(486.0+129.6)=369.36\ \text{nm}^3,\qquad
0.4\,(486.0-194.4)=116.64\ \text{nm}^3 .
\]

Projecting third moments of numerically constructed tilted profiles onto \(P_1\) and \(P_3\) gives the same two values.

## 5. Skewness at small tilt

A dimensionless measure of the asymmetry is the skewness \(\gamma(\theta)=\mu_3(\theta)/\sigma^3(\theta)\). For small \(\theta\) in radians, \(\cos^3\theta\simeq1-\tfrac32\theta^2\) and \(\cos\theta\sin^2\theta\simeq\theta^2\), hence

\[
\mu_3\simeq S+\theta^2\left(3C-\tfrac32S\right),\qquad
\sigma^2\simeq\sigma_x^2\left[1+\theta^2(r-1)\right],\quad r=\frac{\sigma_y^2}{\sigma_x^2}.
\]

The second relation gives \(\sigma^{-3}\simeq\sigma_x^{-3}[1-\tfrac32\theta^2(r-1)]\). With \(\gamma_0=S/\sigma_x^3\), multiplication to order \(\theta^2\) yields

\[
\begin{aligned}
\gamma(\theta)&\simeq\gamma_0+\theta^2\left[\frac{3C}{\sigma_x^3}-\frac32\gamma_0-\frac32\gamma_0(r-1)\right]\\
&=\gamma_0+\theta^2\left[\frac{3C}{\sigma_x^3}-\frac32\gamma_0\,\frac{\sigma_y^2}{\sigma_x^2}\right].
\end{aligned}
\]

For positive \(\gamma_0\), lateral spreading dilutes the skewness, while a positive \(C\) adds to it. Multiplying the bracket by \(\sigma_x^3\) shows that skewness initially rises with tilt when \(C>S\sigma_y^2/(2\sigma_x^2)\). Even the sign of the initial change can therefore depend on the mixed moment.

For the gamma cloud the bracket is \(-0.1975\) per rad². The tilted profile at 0.05 rad gives \(-0.1977\), a relative difference of about 0.1 %.

## 6. Vanadium ions in amorphous vanadium

A collision model now supplies a cloud that has not been prescribed. Vanadium ions of 50 keV enter vanadium of density 6.0 g/cm³, a rough value, treated as amorphous. Each ion undergoes successive two-body collisions in the universal screened potential, separated by a fixed free path of 0.2416 nm. Between collisions it loses energy to electrons by the Lindhard–Scharff formula, without fluctuations. It is considered stopped once its energy is no more than 20 eV. The incident atom is followed, not the atoms it displaces; in an experiment its profile could be told from the target only with an isotopic tracer.

At normal incidence, 80,000 ions give

- \(R=24.71\) nm, \(\sigma_x^2=141.65\ \text{nm}^2\) and \(\sigma_y^2=100.73\ \text{nm}^2\);
- \(S=593.6\pm14.6\ \text{nm}^3\) and \(C=259.7\pm5.1\ \text{nm}^3\).

The uncertainties are statistical standard errors within the model. The model settings matter more: halving the free path leaves \(R\) unchanged but raises \(C\) by about 3 % and \(S\) by about 5 %, and a second halving brings these shifts to about 5 % and 7 %. A density of 6.11 g/cm³ lowers both moments by about 5 %. Replacing the universal potential by the Molière potential with the Firsov screening length changes \(R\) by less than 2 % but lowers \(S\) by about 26 % and \(C\) by about 13 %. Here \(C\) is positive: ions that stop farther along the beam tend to be more widely spread. The least-squares slope of \(Y^2\) against \(X\) is \(C/\sigma_x^2=1.83\) nm.

The raw moment would be \(259.7+24.71\times100.73\simeq2749\ \text{nm}^3\), more than ten times \(C\), which shows the importance of subtracting the mean.

**Prediction at \(45^\circ\).** Here \(\cos^3\theta=0.35355\) and \(3\cos\theta\sin^2\theta=1.06066\). Therefore

\[
\mu_3=0.35355\times593.6+1.06066\times259.7
=209.9+275.4=485.3\ \text{nm}^3 ,
\]

with a standard error of 7.7 nm³. The mixed moment supplies 57 % of the total. The variance is \((141.65+100.73)/2=121.19\ \text{nm}^2\), and the skewness is \(485.3/121.19^{3/2}=0.364\).

**Test with a tilted beam.** A separate run of 80,000 ions, started at \(45^\circ\) to the normal, gives \(\mu_3=477.0\pm12.8\ \text{nm}^3\). It differs from the prediction by 8.3 nm³, or 0.6 of the combined standard error. Its mean depth, 17.47 nm, equals the predicted value to the digits shown, and its variance, 120.98 nm², is within 0.2 % of the prediction. The \(S\) term alone misses the direct third moment by 19.4 standard errors.

The formula can also be solved for the mixed moment at any tilt strictly between \(0^\circ\) and \(90^\circ\):

\[
C=\frac{\mu_3(\theta)-S\cos^3\theta}{3\cos\theta\sin^2\theta}
=\frac{477.0-209.9}{1.06066}=251.8\ \text{nm}^3 ,
\]

with a standard error of 13.0 nm³. This restates the preceding comparison as a measurement: in an infinite target, one tilted profile and the normal one determine \(C\). At small tilt, and again near \(90^\circ\), the denominator is small and errors are strongly magnified.

**Dependence on tilt.** Energy and target are held fixed, and the target is infinite (Section 7 gives the effect of a surface):

| Tilt | Skewness | With \(C\) dropped |
|---|---|---|
| 0° | 0.352 | 0.352 |
| 15° | 0.358 | 0.327 |
| 30° | 0.368 | 0.256 |
| 45° | 0.364 | 0.157 |
| 60° | 0.313 | 0.063 |

The small-tilt law accounts for the slight rise from 0° to 15°. Its two contributions are \(0.462\) and \(-0.376\) per rad², and they nearly cancel, leaving about \(+0.09\) with a statistical error of 0.01 to 0.02; changes of free path, cutoff energy or electronic loss keep it between about 0.08 and 0.11, while the Molière potential raises it to about 0.16. Without \(C\), the second stands alone and the skewness falls at once.

## 7. Where a real target departs from the result

**The surface.** A real target occupies half of space, and ions that cross its surface outward are lost. In the model 0.4 % of the ions cross the surface plane at normal incidence and 4.3 % at \(45^\circ\). Removing the latter raises the mean depth from 17.47 to 18.38 nm, \(\mu_3\) from 477.0 to 625.4 nm³, and the skewness from 0.358 to 0.570.

A loss of 4.3 % thus changes the third moment by 31 %. The cube gives distant ions a large weight: an ion stopping 10 nm outside the plane is 27.5 nm from the mean and contributes about \(-20{,}800\ \text{nm}^3\), so 1 % of such ions would contribute \(-208\ \text{nm}^3\). Ions that far out are rare in the model, about 0.25 %. The removed ions stop on average about 3 nm outside the plane, some 20 nm from the mean, and together contribute about \(-400\ \text{nm}^3\). Removing them raises the third moment about the old mean by roughly \(450\ \text{nm}^3\); the shift of the mean to greater depth cancels about two thirds of that rise. The retained cloud is cut by a plane whose orientation relative to the beam changes with tilt. It is no longer a rigidly rotated copy of one cloud, and the premise of Section 1 fails. Even at normal incidence the loss of 0.4 % raises \(S\) by about 6 %, and the inversion of Section 6 applied to the retained profiles at \(0^\circ\) and \(45^\circ\) gives a \(C\) about 50 % too large. At \(60^\circ\) about 12 % of the ions cross the plane and the retained skewness is roughly 0.75, so the retained skewness keeps rising with tilt where the infinite-target table turns down.

**Small tilt and other effects.** At small tilt the mixed moment contributes little to \(\mu_3\) itself. With the vanadium moments, the \(C\) term at \(7^\circ\) is 11.5 nm³ out of 592 nm³, or 2 %. It nevertheless cancels most of the 13.2 nm³ by which the \(S\) term has fallen from its value at normal incidence. Real vanadium is crystalline. For its \(\langle111\rangle\) atomic rows the estimated channelling angle at 50 keV is about \(8^\circ\); a beam within roughly that angle of such a row cannot be treated as entering an amorphous target. The same estimate gives about \(7^\circ\) for \(\langle100\rangle\) rows and \(5^\circ\) to \(6^\circ\) for \(\langle110\rangle\) rows, and the problem is not confined to small tilt: a beam \(45^\circ\) from a \(\langle100\rangle\) normal can lie along a \(\langle110\rangle\) row. The resulting change of \(\mu_3\) was not calculated. Raising the electronic loss by 20 % shortens the mean range from 24.71 to 24.13 nm, about 2 %; the third moments are far more sensitive, \(S\) falling by about 21 % and \(C\) by about 18 %. For a dose of \(10^{15}\ \text{cm}^{-2}\) and an assumed yield of 5 sputtered atoms per ion, 0.70 nm of material is removed; since each retained ion replaces one sputtered atom, the net recession is about 0.56 nm, or 3 % of the mean depth at \(45^\circ\).

**Annealing.** Suppose that each implanted atom later makes an independent diffusive displacement, symmetric about zero, with constant diffusivity \(D_a\) for a time \(t\). The sum rule of Section 1 then leaves \(\mu_3\) unchanged, while the variance grows by \(2D_at\). The skewness becomes

\[
\gamma=\frac{\mu_3(\theta)}{\left[\sigma^2(\theta)+2D_at\right]^{3/2}} .
\]

Annealing makes the profile more symmetric in this relative sense without erasing its third moment. The statement fails if atoms reach the surface, or if diffusivity depends on concentration or on implantation damage, because the displacement is then no longer independent of the starting depth. The vanadium profile already touches the surface, so the formula holds for it only for short anneals: with a reflecting surface, at tilts from \(0^\circ\) to \(60^\circ\), \(\mu_3\) of the retained ions grows by about 20 % at \(\sqrt{2D_at}=5\) nm and roughly doubles at 10 nm, where the skewness is higher than before annealing.

The numerical output below lists the model inputs, moments and statistical errors of the main runs. The approximate sensitivities to model settings and most of the approximate surface and annealing figures are not part of it.

## Calculated quantities

```
EQUAL NORMAL-INCIDENCE PROFILES, DIFFERENT MIXED MOMENT (model)
mean range 60 nm, sigma_x 10 nm, a 12 nm, b 4 nm
lateral variance 80.0 nm^2; C in case B 510.6 nm^3
case A: mu3 at 45 deg 0.0 nm^3, skewness 0.000
case B: mu3 at 45 deg 541.6 nm^3, skewness 0.634
case B': mu3 at 45 deg -541.6 nm^3, skewness -0.634
SKEWED MODEL (gamma depth law)
S 486.0 nm^3, C 64.8 nm^3
P1, P3 amplitudes from profiles 369.36, 116.64 nm^3
small-tilt skewness coefficient: profile -0.1977, law -0.1975 per rad^2
VANADIUM IONS IN AMORPHOUS VANADIUM
energy 50 keV, cutoff 20 eV, density 6.0 g/cm3 (rough)
atom density 7.093e+22 cm^-3, free path 0.2416 nm
screening length 0.01139 nm, ions per main run 80000
initial electronic loss 371 eV/nm
projectile energy lost to electrons 17.0 %
normal incidence: R 24.71 nm, sigma_x 11.90 nm, sigma_y 10.04 nm
sigma_x^2 141.65 nm^2, sigma_y^2 100.73 nm^2
S 593.6 +- 14.6 nm^3 (standard error)
C 259.7 +- 5.1 nm^3 (standard error)
45 deg mean depth: direct 17.47 nm, formula 17.47 nm
45 deg variance: direct 120.98 nm^2, formula 121.19 nm^2
45 deg mu3 direct 477.0 +- 12.8 nm^3
45 deg mu3 formula 485.3 +- 7.7 nm^3
  S term 209.9 nm^3, C term 275.4 nm^3
  direct minus S term: 19.4 standard errors
C recovered from tilted run 251.8 +- 13.0 nm^3
45 deg skewness: direct 0.358, formula 0.364
tilt  0 deg: skewness 0.352, with C dropped 0.352
tilt 15 deg: skewness 0.358, with C dropped 0.327
tilt 30 deg: skewness 0.368, with C dropped 0.256
tilt 45 deg: skewness 0.364, with C dropped 0.157
tilt 60 deg: skewness 0.313, with C dropped 0.063
NEGLECTED EFFECTS
ions crossing the surface plane: 0 deg 0.4 %, 45 deg 4.3 %
45 deg, those ions removed: mean 18.38 nm, mu3 625.4 nm^3, skewness 0.570
mean range with electronic loss up 20 %: 24.13 nm
axial channelling angle, <111> rows 7.7 deg (lattice 0.303 nm, rough)
sputter recession 0.70 nm (dose 1e+15 cm^-2, assumed yield 5)
```
